\section*{Linear Jahn–Teller coupling in the cyclopentadienyl radical, part 2}

The neutral radical C$_5$H$_5$, a regular planar ring of symmetry $D_{5h}$, has a degenerate electronic state ${}^2E_1''$. The problem asks which small nuclear displacements split it in proportion to the displacement, and whether that splitting is really present. The nuclei are held fixed while the electronic states are found, and spin--orbit coupling is neglected. Energies are in eV and lengths in \AA.

The ring lies in the $xy$ plane, centred at the origin. Carbon $j$ has polar angle $\phi_j=2\pi j/5$, $j=0,\dots,4$, with its hydrogen outward from it. With $|j\rangle$ the $p_z$ orbital on carbon $j$, taken as orthonormal, and $\beta_0<0$ the neighbour hopping energy, three electrons occupy the degenerate pair
\[
a=\sqrt{\tfrac25}\sum_j\cos\phi_j\,|j\rangle,\qquad
b=\sqrt{\tfrac25}\sum_j\sin\phi_j\,|j\rangle .
\]
State $A$ has its hole in $a$, state $B$ in $b$; their energies are $E_A$ and $E_B$. Their real symmetric energy matrix is $W=w_0\mathbf1+u\sigma_z+v\sigma_x$, where $w_0$ is the mean energy and $\sigma_z,\sigma_x$ are Pauli matrices. The splitting is $2\sqrt{u^2+v^2}$.

Under a rotation by $\theta=2\pi/5$, complex combinations of displacements acquire a phase $e^{im\theta}$: $m=0$ for $a_1',a_2'$, $m=\pm1$ for $e_1'$ and $m=\pm2$ for $e_2'$. Terms in $u+iv$ need $m=2$ modulo 5, and terms in $w_0$ need $m=0$ modulo 5. Double-primed displacements change sign under $\sigma_h$ ($z\to-z$), which leaves $W$ unchanged.

The selection rule of (e) is that only the four $e_2'$ pairs of vibrations can split the state linearly. Let $Q_{kc}$ and $Q_{ks}$ be the partners of pair $k$, even and odd under $y\to-y$, and let $z_k=Q_{kc}+iQ_{ks}$, which has $m=2$. To first order
\[
u+iv=\sum_kF_kz_k ,
\]
with real constants $F_k$. If all $Q_{ks}=0$, the states stay $A$ and $B$, and $F_k$ is half the slope of $E_A-E_B$. Symmetry does not show that any $F_k$ is nonzero.

\subsection*{(f) A nonzero constant in the H\"uckel model}

Let the hopping energy between neighbours change with bond length at the rate $g$. Displace the carbon atoms tangentially by $\sqrt{2/5}\,Q\sin2\phi_j$. Find the first-order orbital splitting and the sign of $F$.

\emph{Solution.} The direction of bond $j$, from atom $j$ to atom $j+1$, makes an angle $\pi/5$ with the tangent at either end. The bond therefore changes by
\begin{align}
\delta r_j&=\sqrt{\tfrac25}\,Q\cos\tfrac\pi5
\left(\sin2\phi_{j+1}-\sin2\phi_j\right)\nonumber\\
&=q\cos\gamma_j,\qquad
q=2\sqrt{\tfrac25}\cos\tfrac\pi5\sin\tfrac{2\pi}5\,Q=0.973\,Q,
\end{align}
where $\gamma_j=\phi_j+\phi_{j+1}=2\pi(2j+1)/5$. The hopping changes by $\delta\beta_j=gq\cos\gamma_j$. In orbital $a$ each bond contributes twice the product of its coefficients:
\begin{align}
\langle a|\delta h|a\rangle
&=2\cdot\tfrac25\sum_j gq\cos\gamma_j\cos\phi_j\cos\phi_{j+1}\nonumber\\
&=\tfrac25gq\sum_j\cos\gamma_j\left(\cos\tfrac{2\pi}5+\cos\gamma_j\right)=gq .
\end{align}
The last step uses $\sum_j\cos\gamma_j=0$ and $\sum_j\cos^2\gamma_j=5/2$. For $b$, the product of sines is $\tfrac12(\cos\frac{2\pi}5-\cos\gamma_j)$, so $\langle b|\delta h|b\rangle=-gq$. The off-diagonal element is proportional to $\sum_j\cos\gamma_j\sin\gamma_j=0$. The orbital splitting is
\begin{equation}
|\varepsilon_a-\varepsilon_b|=2|gq| ,
\end{equation}
which is nonzero whenever the hopping depends on bond length.

For $g=5.0$ eV/\AA{} and $q=0.010$ \AA{} the formula gives $2\times5.0\times0.010=0.100$ eV. Diagonalizing the ring with $\beta_0=-3.0$ eV gives $0.099996$ eV.

Removing an electron reverses the sign of an orbital energy in the total energy, so $E_A-E_B=-(\varepsilon_a-\varepsilon_b)=-2gq$ and $F=-0.973\,g$. Since $\beta_0<0$ and hopping weakens as a bond stretches, $g>0$ and $F<0$.

\subsection*{(g) The constants from an electronic-structure calculation}

How can both components be treated alike, and what constants result? Do they establish coupling to a normal vibration?

\emph{Solution.} A calculation on the radical that occupied $a$ and $b$ unequally could break the symmetry at the regular geometry. The closed-shell anion avoids this. Take its restricted Hartree--Fock determinant at each geometry and remove one electron from orbital $i$. With $h_i$ the one-electron energy, the energy lost is that of the electron and its interactions:
\begin{equation}
E_i=E_{\rm anion}-h_i-\sum_j(2J_{ij}-K_{ij})=E_{\rm anion}-\varepsilon_i ,
\end{equation}
where $J_{ij}$ and $K_{ij}$ are Coulomb and exchange integrals and $j$ runs over occupied orbitals. The term $j=i$ gives $2J_{ii}-J_{ii}=J_{ii}$, the repulsion from the electron of opposite spin. Two different hole determinants of the same spin differ in one spin orbital. Their Hamiltonian element is, up to sign, the off-diagonal Fock element, which is zero for canonical orbitals. The energies $E_i$ therefore already diagonalize the one-hole problem.

The level is RHF/6-31G for the anion. It omits orbital relaxation after ionization and electron correlation. The regular geometry has chosen bond lengths C--C $1.41$ \AA{} and C--H $1.08$ \AA; it is not optimized.

Four even coordinates span the $Q_{kc}$ space: radial patterns $\sqrt{2/5}\cos2\phi_j$ and tangential patterns $\sqrt{2/5}\sin2\phi_j$, for C and for H. Displacements of $0.020$ \AA{} give
\begin{center}
\begin{tabular}{lr}
coordinate & $F$ (eV/\AA)\\
C radial & $-0.177$\\
C tangential & $-6.234$\\
H radial & $-0.009$\\
H tangential & $-0.018$
\end{tabular}
\end{center}
The tangential carbon constant is far from zero. The digits belong to this basis: with polarization functions on carbon (6-31G*) the tangential constant becomes $-6.31$ eV/\AA{} and the radial one $-0.10$ eV/\AA. One step splits the states by $2\times6.234\times0.020=0.249$ eV. The odd partner gives the same splitting to these digits, and doubling the displacement gives the power $0.9997$ of $Q$, where linear coupling requires 1.

Normal coordinates are an invertible linear combination of these four coordinates. If every normal mode had zero coupling, transforming back would make all four constants above vanish. At least one $e_2'$ normal vibration must therefore couple linearly. With the selection rule of (e), this completes the demonstration at the stated level of theory.

The H\"uckel sign agrees, but its geometry does not account for the small radial constant. For radial carbon motion the same projection gives
\begin{equation}
q=2\sqrt{\tfrac25}\sin\tfrac\pi5\cos\tfrac{2\pi}5\,Q=0.230\,Q ,
\end{equation}
so the model predicts a tangential-to-radial ratio of $0.973/0.230\simeq4.2$. The calculated ratio is $6.234/0.177\simeq35$ in 6-31G and about 65 in 6-31G*. Its value depends strongly on the basis, but in both cases it lies far above the model value. Couplings beyond nearest-neighbour bond lengths may oppose the radial term; this is a conjecture, since they were not separated.

\subsection*{(h) Other displacements and higher orders}

What splitting remains for displacements with no linear coupling? Can quadratic terms within the $e_2'$ space split the state?

\emph{Solution.} A totally symmetric displacement preserves all of $D_{5h}$. An $a_2'$ displacement preserves the fivefold rotations. A real symmetric $2\times2$ matrix unchanged by a rotation through $72^\circ$ must have $u+iv=e^{4\pi i/5}(u+iv)$, hence $u=v=0$. Neither displacement splits the state at any amplitude that preserves these rotations. The calculated splittings, below $10^{-12}$ eV, are zero to rounding.

For $e_1'$ the phase numbers are $\pm1$. A quadratic term can have $m=1+1=2$ and is permitted. The chosen $e_1'$ displacement indeed splits the states by $1.4\times10^{-4}$ eV at one step. The part of $(E_A-E_B)/2$ that is odd in $Q$, divided by the step, is $1.2\times10^{-4}$ eV/\AA, against $6.2$ eV/\AA{} for the strongest $e_2'$ coordinate. A cubic term is permitted too, since $-3=2$ modulo 5, so this small remainder need not be a linear constant.

An $e_2''$ displacement has $m=\pm2$ but changes sign under $\sigma_h$, which restricts $W$ to even powers. Quadratic terms have $m=0,\pm4$, none equal to 2 modulo 5. At fourth order $m=-8=2$ modulo 5 is permitted. The calculated splitting at one step is $2.7\times10^{-7}$ eV.

The same count answers the question for $e_2'$. Products of two factors chosen from $z_k$ and $z_k^*$ have $m=0,\pm4$, so they cannot enter $u+iv$. For a common direction $z_k=\rho_ke^{i\alpha}$, the permitted terms through fourth order have the form
\begin{equation}
u+iv=(\text{linear}+\text{cubic})\,e^{i\alpha}
+(\text{quartic})\,e^{-4i\alpha}.
\end{equation}
The first part has a modulus independent of $\alpha$. The second changes the modulus by a leading term proportional to $\cos5\alpha$. The mean energy contains terms with $m=0$ modulo 5; those that depend on $\alpha$ begin at fifth order, with $m=\pm10$. The lower energy surface is therefore a circular trough, with angular variation starting at fourth order in the $e_2'$ amplitudes. Relaxation along other vibrations is not included in this statement.

\subsection*{(i) The stabilization energy}

Minimize the lower energy in the even $e_2'$ coordinates, using the force constants $K$ of the mean hole-state energy.

\emph{Solution.} Let $Q$ and $F$ be four-component columns. To quadratic order, relative to the regular geometry,
\begin{equation}
E_A=\tfrac12Q^TKQ+F^TQ,\qquad E_B=\tfrac12Q^TKQ-F^TQ .
\end{equation}
The matrix $K$ is symmetric, and its calculated eigenvalues are positive. Setting the derivative of $E_B$ to zero gives
\begin{equation}
KQ^*-F=0\quad\Longrightarrow\quad Q^*=K^{-1}F .
\end{equation}
Insertion yields
\begin{equation}
E_{\rm JT}=-E_B(Q^*)=-\tfrac12F^TK^{-1}F+F^TK^{-1}F
=\tfrac12F^TQ^* .
\end{equation}
State $A$ has the same stabilization at $-Q^*$.

In the coordinate order of the table in (g), the calculation gives $Q^*=(0.0235,-0.0703,0.0230,-0.0328)$ \AA. Then
\begin{align}
E_{\rm JT}&=\tfrac12\big[(-0.1772)(0.0235)+(-6.2341)(-0.0703)\nonumber\\
&\quad+(-0.0086)(0.0230)+(-0.0176)(-0.0328)\big]\ {\rm eV}\nonumber\\
&=0.217\ {\rm eV}=1.75\times10^3\ {\rm cm^{-1}} .
\end{align}
Motion along the tangential carbon coordinate alone, with its force constant $97.7$ eV/\AA$^2$, would give $6.234^2/(2\times97.7)=0.199$ eV. Relaxing the other three supplies the rest, although their own coupling constants are small: they respond through the off-diagonal elements of $K$.

Hole-state energies recomputed at $\pm Q^*$ give $0.216$ eV at both ends, within 1\% of the quadratic result. This tests the expansion, not the accuracy of the electronic-structure level. The basis alone matters in the second digit: in 6-31G* the stabilization at the same $Q^*$ is $0.230$ eV, about 6\% larger, and the one-coordinate value rises from $0.199$ to $0.208$ eV. The end $-Q^*$ is lower by $0.12$ meV. About $0.08$ meV of this comes from the splitting, in which (h) permits a fourth-order term, and about $0.04$ meV from the mean energy, whose angular variation begins at fifth order.

\subsection*{(j) Normal modes and bond lengths}

Distribute the stabilization among the normal modes, and interpret the distorted rings.

\emph{Solution.} Let $m$ be the diagonal matrix of C and H masses, and set $Q=m^{-1/2}Ly$. The orthogonal matrix $L$ diagonalizes $m^{-1/2}Km^{-1/2}$, with eigenvalues $\omega_n^2$. Then
\begin{equation}
E_B=\sum_n\left(\tfrac12\omega_n^2y_n^2-f_ny_n\right),\qquad
f=L^Tm^{-1/2}F .
\end{equation}
Each term is smallest at $y_n=f_n/\omega_n^2$, and so
\begin{equation}
E_{\rm JT}=\sum_n\frac{f_n^2}{2\omega_n^2}.
\end{equation}
The results are
\begin{center}
\begin{tabular}{rr}
wavenumber (cm$^{-1}$) & share (eV)\\
953 & 0.035\\
1235 & 0.054\\
1593 & 0.129\\
3321 & 0.000
\end{tabular}
\end{center}
The shares add to $0.217$ eV after allowing for rounding. Three modes couple appreciably, and the third carries $0.129/0.217=59\%$. The zero for the fourth is a rounded value; symmetry does not require it. The wavenumbers belong to the mean hole-state surface at the chosen geometry and are not predictions for a measured spectrum.

The bond lengths, in \AA, are
\begin{center}
\begin{tabular}{lccc}
position & 0--1, 4--0 & 1--2, 3--4 & 2--3\\
$+Q^*$ & 1.391 & 1.461 & 1.347\\
$-Q^*$ & 1.430 & 1.359 & 1.473
\end{tabular}
\end{center}
At $+Q^*$ the hole is in $b$. This orbital is bonding between atoms 1 and 2, antibonding between 2 and 3, and has a node at atom 0. Removing one of its electrons weakens bond 1--2 and strengthens 2--3, in line with the lengths. The structure has one short bond opposite an allyl-like fragment 4--0--1. At $-Q^*$ the hole is in $a$, and the ring has two short bonds, 1--2 and 3--4, as in a pentadienyl-like pattern.

The energy difference of $0.12$ meV holds with all vibrations other than $e_2'$ frozen. A product of one $e_1'$ and one $e_2'$ factor can enter $u+iv$ ($m=-1-2=-3$), and a product of one $e_1'$ and two $e_2'$ factors can enter the mean energy ($m=1+2+2=5$), so relaxation along $e_1'$ can add angular variation at third order. Relaxing a single $e_1'$ ring coordinate lowers the two ends by about $0.5$ and $0.4$ meV and reduces their difference to about $0.04$ meV. The difference is therefore only an order of magnitude, and it does not settle which pattern lies lower. It must be compared with the kinetic energy scale of motion around the trough. If the common angle $\alpha$ of all $z_k$ changes at fixed amplitudes, the kinetic energy is $\tfrac12I\dot\alpha^2$ with $I=\sum_km_k(Q_k^*)^2=0.068$ u\,\AA$^2$, where $m_k$ is the mass of the atom moved by coordinate $k$. The corresponding quantum scale, $\hbar^2/(2I)\simeq31$ meV, is far larger than the energy difference. This suggests that nuclear motion spreads around the trough and does not hold the ring in one pattern. Confirming it would require the nuclear wavefunctions, which were not calculated. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Symmetric square of E1'': 1 A1' + 1 E2'
Antisymmetric square of E1'': 1 A2'
Symmetric square of E2': 1 A1' + 1 E1'
Vibrations: 2 A1' + 1 A2' + 3 E1' + 4 E2' + 1 A2'' + 1 E1'' + 2 E2''
Invariant linear couplings, total: 6
Invariant linear couplings that split: 4
Hueckel hopping: -3.0 eV; slope g: 5.0 eV/A
Hueckel bond amplitude q: 0.010 A
Hueckel splitting, diagonalized: 0.099996 eV
Hueckel splitting, 2|gq|: 0.100000 eV
Chosen C-C: 1.41 A; chosen C-H: 1.08 A
Displacement step: 0.020 A
Splitting at regular geometry: 1.7e-13 eV
F, e2' C radial: -0.1772 eV/A
F, e2' C tangential: -6.2341 eV/A
F, e2' H radial: -0.0086 eV/A
F, e2' H tangential: -0.0176 eV/A
K row, C radial: 84.880 21.053 -34.705 -3.282 eV/A^2
K row, C tangential: 21.053 97.735 0.948 -3.720 eV/A^2
K row, H radial: -34.705 0.948 37.883 -0.079 eV/A^2
K row, H tangential: -3.282 -3.720 -0.079 6.099 eV/A^2
Strongest coordinate: C tangential
Its splitting at one step: 0.24937 eV
Its sine partner's splitting: 0.24936 eV
Power of Q in its splitting: 0.9997
Splitting at one step, a1': 6.4e-13 eV
Splitting at one step, a2': 5.2e-13 eV
Splitting at one step, e2'': 2.7e-07 eV
e1' splitting at +step: 1.40e-04 eV
e1' linear constant: 1.20e-04 eV/A
Q at minimum, C radial: 0.0235 A
Q at minimum, C tangential: -0.0703 A
Q at minimum, H radial: 0.0230 A
Q at minimum, H tangential: -0.0328 A
E_JT from F and K: 0.2173 eV = 1753 cm^-1
E_JT recomputed at +Q: 0.2159 eV
E_JT recomputed at -Q: 0.2160 eV
Difference of the two ends: -0.117 meV
Mode 1: 953 cm^-1, E_JT share 0.03489 eV
Mode 2: 1235 cm^-1, E_JT share 0.05365 eV
Mode 3: 1593 cm^-1, E_JT share 0.12875 eV
Mode 4: 3321 cm^-1, E_JT share 0.00000 eV
Bonds 0-1, 1-2, 2-3 at +Q: 1.3905 1.4610 1.3470 A
Bonds 0-1, 1-2, 2-3 at -Q: 1.4295 1.3590 1.4730 A
\end{verbatim}
